\section*{Förster energy transfer to a line, sheet or half-space of acceptors, part 3}

An excited donor on the $z$ axis loses energy to acceptors at distance $d$ that fill a line, a sheet or the half-space $z<0$, with $N_1$, $N_2$ or $N_3$ per unit length, area or volume. Units are SI; fields are $\mathrm{Re}[Xe^{-i\omega t}]$. The host has $\varepsilon_1=n^2$ and wave number $k_1=n\omega/c$, the half-space $\varepsilon_2=\varepsilon_2'+i\varepsilon_2''$. Below, $k_z$ and $k_{z2}$ are wave-vector components in host and half-space; in \eqref{line} $k_x$, $k_y$, $k_z$ are rates.

For a dipole $\mathbf p$, with $g=e^{ik_1r}/4\pi r$, and with $G$ the field along it at its own position per unit dipole ($G_0$ in the bare host),
\begin{equation}\mathbf E=\frac{1}{\varepsilon_0\varepsilon_1}\left(k_1^2+\nabla\nabla\cdot\right)\mathbf p\,g(r).\label{field}\end{equation}
\begin{equation}\mathrm{Im}\,G_0=\frac{1}{\varepsilon_0\varepsilon_1}\left(\frac{k_1^3}{4\pi}-\frac{k_1^3}{12\pi}\right)=\frac{k_1^3}{6\pi\varepsilon_0\varepsilon_1}.\label{G0}\end{equation}
The donor has lifetime $\tau$, quantum yield $\Phi$, radiative rate $k_{\rm rad}=\Phi/\tau$ and emission spectrum $f_D$; an acceptor has polarizability $\alpha$ and cross-section $\sigma_A$. Transition dipoles are $\mu_D\mathbf m$, $\mu_A\mathbf m_A$; $f_D$ and the line shapes $g_D$, $g_A$ have unit area. With $\mathbf r$ from donor to acceptor and $J=\int f_D\sigma_A\omega^{-4}d\omega$,
\begin{equation}\frac\Phi\tau f_D(\omega)=\frac{n\omega^3\mu_D^2}{3\pi\varepsilon_0\hbar c^3}\,g_D(\omega).\label{emission}\end{equation}
\begin{equation}V=\frac{\kappa\,\mu_D\mu_A}{4\pi\varepsilon_0n^2r^3},
\qquad
\kappa=\mathbf m\cdot\mathbf m_A-3(\mathbf m\cdot\hat{\mathbf r})(\mathbf m_A\cdot\hat{\mathbf r}),\label{V}\end{equation}
\begin{equation}k=\frac{2\pi}{\hbar^2}V^2\int g_D(\omega)\,g_A(\omega)\,d\omega,\label{golden}\end{equation}
\begin{equation}\alpha(\omega)=\frac{\mu_A^2}{3\hbar}\int g_A(\omega')\left[\frac1{\omega'-\omega-i\eta}+\frac1{\omega'+\omega+i\eta}\right]d\omega',
\qquad
\mathrm{Im}\,\alpha=\frac{\pi\mu_A^2g_A}{3\hbar}.\label{alpha}\end{equation}
\begin{equation}\varepsilon_2=\varepsilon_1+\delta\varepsilon,\qquad \delta\varepsilon=N_3\alpha/\varepsilon_0 .\label{eps2}\end{equation}
\begin{equation}\sigma_A(\omega)=\frac{\omega\,\mathrm{Im}\,\alpha}{\varepsilon_0nc}=\frac{\pi\omega\mu_A^2g_A}{3\varepsilon_0\hbar nc},
\qquad
\varepsilon_2''=\frac{ncN_3\sigma_A}{\omega}.\label{sigma}\end{equation}
\begin{equation}R_0^6=\frac{3\Phi c^4J}{4\pi n^4},
\qquad
k\tau=\frac32\kappa^2\left(\frac{R_0}{r}\right)^6 .\label{R0}\end{equation}
With $\cos\theta=\mathbf m\cdot\hat{\mathbf r}$ and $\mathbf u=\mathbf m-3\hat{\mathbf r}\cos\theta$, isotropic acceptors give $\langle\kappa^2\rangle=|\mathbf u|^2/3$. Adding pair rates (the F\"orster sum) gives, in units of $N_1R_0^6/d^5$ for the line and $N_2R_0^6/d^4$ for the sheet,
\begin{align}k_x\tau&=\tfrac12\left(\tfrac{3\pi}{8}+\tfrac{3\pi}{16}\right)=\tfrac{9\pi}{32},&
k_y\tau&=\tfrac12\cdot\tfrac{3\pi}{8}=\tfrac{6\pi}{32},&
k_z\tau&=\tfrac12\left(\tfrac{3\pi}{8}+\tfrac{15\pi}{16}\right)=\tfrac{21\pi}{32}.\label{line}\end{align}
\begin{equation}k_\parallel\tau=\tfrac12\left(\tfrac\pi2+\tfrac\pi4\right)=\tfrac{3\pi}8,\qquad
k_\perp\tau=\tfrac12\left(\tfrac\pi2+\pi\right)=\tfrac{3\pi}4,\qquad
\bar k\tau=\tfrac13\left(2k_\parallel+k_\perp\right)\tau=\tfrac\pi2 .\label{sheet}\end{equation}
\begin{equation}k_\parallel\tau=\frac\pi8\frac{N_3R_0^6}{d^3},\qquad
k_\perp\tau=\frac\pi4\frac{N_3R_0^6}{d^3},\qquad
\bar k\tau=\frac\pi6\frac{N_3R_0^6}{d^3}.\label{half}\end{equation}
The bar is the mean over donor directions; $\bar k_{\rm line}\tau=\frac{3\pi}{8}\frac{N_1R_0^6}{d^5}$. Each law is $k\tau=(d_0/d)^p$, $p=5,4,3$, with efficiency $k\tau/(1+k\tau)$. For a cubic lattice of spacing $a$, first layer at $d+a/2$,
\begin{equation}\frac{k_{\rm lattice}}{k_{\rm continuum}}=1-\frac12\left(\frac ad\right)^2+\frac7{16}\left(\frac ad\right)^4-\dots\label{lattice}\end{equation}
The near-zone (electrostatic) image solution, with field $T\mathbf E_{\rm dip}$ below the boundary, gave
\begin{equation}\beta=\frac{\varepsilon_2-\varepsilon_1}{\varepsilon_2+\varepsilon_1},\qquad
T=\frac{2\varepsilon_1}{\varepsilon_1+\varepsilon_2}.\label{beta}\end{equation}
\begin{equation}\mathrm{Im}\,\beta=\frac{2\varepsilon_1\varepsilon_2''}{|\varepsilon_1+\varepsilon_2|^2}=\frac{\varepsilon_2''}{2\varepsilon_1}|T|^2 .\label{imbeta}\end{equation}
\begin{equation}\frac{k_\perp}{k_{\rm rad}}=\frac38\frac{\mathrm{Im}\,\beta}{(k_1d)^3},\qquad
\frac{k_\parallel}{k_{\rm rad}}=\frac3{16}\frac{\mathrm{Im}\,\beta}{(k_1d)^3}.\label{image}\end{equation}
\begin{equation}\mathrm{Im}\,G=\frac{\varepsilon_0\varepsilon_2''|T|^2}{(4\pi\varepsilon_0\varepsilon_1)^2}\int_{z<0}\frac{1+3\cos^2\theta}{r^6}\,d^3r .\label{balance}\end{equation}
\begin{equation}|T|^2=\left|1+\frac{\delta\varepsilon}{2\varepsilon_1}\right|^{-2}
=\left(1+\frac{\delta\varepsilon'}{\varepsilon_1}+\frac{|\delta\varepsilon|^2}{4\varepsilon_1^2}\right)^{-1},
\qquad
\frac{k_{\rm image}}{k_{\text{F\"orster}}}=\langle|T|^2\rangle\approx1-\frac{\langle\delta\varepsilon'\rangle}{\varepsilon_1},\label{T2}\end{equation}
where these brackets average with weight $g_Dg_A$.

The near-zone assumption can be tested by solving the full problem. Fourier transformation of $(\nabla^2+k_1^2)g=-\delta$ in the plane gives $(\partial_z^2+k_z^2)\tilde g=-\delta(z)$ with $k_z^2=k_1^2-K^2$ and $\mathrm{Im}\,k_z\ge0$. Its outgoing solution is $\tilde g=ie^{ik_z|z|}/2k_z$, whose slope jumps by $-1$ as required, so $g=(i/8\pi^2)\int d^2K\,e^{i\mathbf K\cdot\boldsymbol\rho+ik_z|z|}/k_z$. On a wave with vector $\mathbf k_\pm=K\hat{\mathbf K}\pm k_z\hat{\mathbf z}$ the operator in \eqref{field} becomes $k_1^2-\mathbf k_\pm\mathbf k_\pm=k_1^2(\hat{\mathbf s}\hat{\mathbf s}+\hat{\mathbf e}_\pm\hat{\mathbf e}_\pm)$, where $\hat{\mathbf s}=\hat{\mathbf z}\times\hat{\mathbf K}$ and $\hat{\mathbf e}_\pm=(K\hat{\mathbf z}\mp k_z\hat{\mathbf K})/k_1$ are orthogonal to $\mathbf k_\pm$ and to each other and have unit square without complex conjugation. For an $s$ wave, $E$ along $\hat{\mathbf s}$ and its $z$ derivative are continuous: $1+r_s=t_s$, $k_z(1-r_s)=k_{z2}t_s$. For a $p$ wave, $\mathbf k_\pm\times\hat{\mathbf e}_\pm=-k_1\hat{\mathbf s}$ for both signs, so the amplitude ratio is that of the magnetic fields, and $H$ and $\varepsilon^{-1}\partial_zH$ are continuous: $1+r_p=t_p$, $k_z(1-r_p)/\varepsilon_1=k_{z2}t_p/\varepsilon_2$. With $s=K/k_1$, $s_z=k_z/k_1$, $e=\varepsilon_2/\varepsilon_1$ and $s_2=\sqrt{e-1+s_z^2}$,
\begin{equation}
r_s=\frac{s_z-s_2}{s_z+s_2},\qquad r_p=\frac{es_z-s_2}{es_z+s_2}.
\end{equation}
The wave goes down a distance $d$ and returns, so the reflected response tensor at the donor is $(ik_1^2/8\pi^2\varepsilon_0\varepsilon_1)\int d^2K\,k_z^{-1}e^{2ik_zd}\,(r_s\hat{\mathbf s}\hat{\mathbf s}+r_p\hat{\mathbf e}_+\hat{\mathbf e}_-)$. The $zz$ element of the bracket is $r_ps^2$. The $xx$ element, averaged over the direction of $\mathbf K$, is $(r_s-s_z^2r_p)/2$. Using $d^2K/k_z=2\pi k_1s\,ds/s_z$, $\mathrm{Im}(iX)=\mathrm{Re}X$ and dividing by \eqref{G0},
\begin{equation}
\frac{\Delta k_\perp}{k_{\rm rad}}=\frac32\mathrm{Re}\int_0^\infty\frac{s\,ds}{s_z}s^2r_p\,e^{2ik_1ds_z},\qquad
\frac{\Delta k_\parallel}{k_{\rm rad}}=\frac34\mathrm{Re}\int_0^\infty\frac{s\,ds}{s_z}\left(r_s-s_z^2r_p\right)e^{2ik_1ds_z}.
\label{sommerfeld}
\end{equation}
These give the change of the total decay rate. That is not the power absorbed below the boundary: light radiated downwards is absorbed sooner or later in an infinitely deep absorber, but this radiative transfer changes the lifetime only through the part of the field that is reflected back to the donor.

For $s>1$ the waves are evanescent, $s_z=it$, $s^2=1+t^2$, $s\,ds/s_z=-i\,dt$, and $\mathrm{Re}(-iX)=\mathrm{Im}X$, so the integrands become $(1+t^2)\,\mathrm{Im}\,r_p\,e^{-2k_1dt}$ and $\mathrm{Im}(r_s+t^2r_p)\,e^{-2k_1dt}$. Small $k_1d$ makes large $t$ dominate. There $s_2=it\sqrt{1-(e-1)/t^2}\approx it(1-\epsilon)$ with $\epsilon=(e-1)/2t^2$, and
\begin{equation}
r_p=\frac{e-1+\epsilon}{e+1-\epsilon}\approx\beta+\epsilon\left[\frac1{e+1}+\frac{e-1}{(e+1)^2}\right]=\beta+\frac{c_2}{t^2},\qquad c_2=\frac{e(e-1)}{(e+1)^2},
\end{equation}
while $r_s\approx\epsilon/2$ falls as $t^{-2}$. With $\int_0^\infty t^2e^{-2k_1dt}dt=1/4(k_1d)^3$ the terms in $t^2\beta$ give $\tfrac32\cdot\tfrac14=\tfrac38$ and $\tfrac34\cdot\tfrac14=\tfrac3{16}$, which is \eqref{image}. The terms in $t^0$ are $\mathrm{Im}(\beta+c_2)$ and $\mathrm{Im}\,c_2$, multiplied by $\int e^{-2k_1dt}dt=1/2k_1d$. The remainder, from propagating waves, small $t$ and the $t^{-2}$ tail, stays finite as $d\to0$. Relative to \eqref{image} the first corrections are
\begin{equation}
2(k_1d)^2\left(1+\frac{\mathrm{Im}\,c_2}{\mathrm{Im}\,\beta}\right)\ (\perp),\qquad
2(k_1d)^2\frac{\mathrm{Im}\,c_2}{\mathrm{Im}\,\beta}\ (\parallel),
\label{retard}
\end{equation}
with the next terms of relative order $(k_1d)^3$ at most for fixed $e$. The coefficients grow near $e=-1$: there $c_2/\beta=e/(e+1)$ is large, and $r_p$ has a pole where $e^2s_z^2=e-1+s_z^2$, that is at $s_z^2=1/(e+1)$, so the expansion in $t^{-2}$, and with it \eqref{image}, requires $k_1d\ll|e+1|^{1/2}$. In the dilute limit $c_2\approx(e-1)/4$ and $\beta\approx(e-1)/2$, so the corrections are $3(k_1d)^2$ and $(k_1d)^2$. In that limit $r_s$ and $r_p$ are $e-1$ times a real function of $s_z^2$, and the finite remainder is a real number times $\mathrm{Re}(e-1)$, so the $(k_1d)^3$ term is proportional to $\delta\varepsilon'/\delta\varepsilon''$; for a purely imaginary $\delta\varepsilon$ it vanishes and the next term is of order $(k_1d)^4\ln(k_1d)$.

The same representation shows when the exponents themselves fail. In the variable $K\approx k_1t$ the near-zone rate is proportional to $\int_0^\infty K^2\,\mathrm{Im}\,r_p(K,\omega)\,e^{-2Kd}dK$. A loss function $\mathrm{Im}\,r_p\propto K^j$ gives $d^{-3-j}$. A local half-space has $j=0$. A dilute layer of thickness $\Delta\ll d$ is the difference of two half-spaces, $e^{-2Kd}-e^{-2K(d+\Delta)}\approx2K\Delta\,e^{-2Kd}$, so it has $j=1$ and $d^{-4}$. For independent acceptors the dimension fixes these exponents because their response is local, that is, $\varepsilon_2(\omega)$ does not depend on $K$, and because the losses in separate layers add. A dense local half-space keeps $d^{-3}$ by \eqref{image}, but locality alone does not protect the $d^{-4}$ of a thin film: when $|\varepsilon_2|\Delta$ becomes comparable with $\varepsilon_1d$ the film screens itself. Electrostatic matching at its two faces gives $r_p=\beta(1-q)/(1-\beta^2q)$ with $q=e^{-2K\Delta}$, and for $K\Delta\ll1$ and $|\varepsilon_2|\gg\varepsilon_1$, where $1-\beta^2\approx4\varepsilon_1/\varepsilon_2$, this is $r_p\approx[1+2\varepsilon_1/(\varepsilon_2K\Delta)]^{-1}$. For $\varepsilon_2=iy$ and $yK\Delta\gg\varepsilon_1$ it gives $\mathrm{Im}\,r_p\approx2\varepsilon_1/(yK\Delta)$, that is $j=-1$ and $d^{-2}$, as long as the electrostatic treatment holds. For negative $\varepsilon_2'$ and small $\varepsilon_2''$ the film has a plasmon at $K\approx2\varepsilon_1/(|\varepsilon_2'|\Delta)$, and over a range of $d$ the rate falls faster than $d^{-4}$. When the excitations of the acceptor system are delocalized, as band excitons or the electron--hole pairs of a metal are, absorption at $\omega$ depends on $K$; a metal then acquires a surface term with $j=1$ at short distance, and a system that can absorb at $\omega$ only for $K\ge K_0$ gives, for $K_0d\gg1$, a decay like $e^{-2K_0d}$ times a power of $d$. At the short end the point-dipole form fails when $d$ approaches the molecular size, where higher multipoles enter, and at contact the Dexter exchange mechanism, which needs orbital overlap and falls off steeply with distance, adds to the Coulomb coupling; for dipole-allowed transitions such as those treated here it need not dominate. When the coupling exceeds the line widths the golden rule itself fails.

As a worked example take chosen inputs. The donor is modelled by one Gaussian $g_D$ centred at $E_D=3.1$ eV with standard deviation $s_D=0.2$ eV, with $\tau=30$ ns, $\Phi=0.9$, $n=1.5$ and $\varepsilon_1=2.25$. The acceptor is dye-like, with a Gaussian $g_A$ at $E_A=3.0$ eV, $s_A=0.2$ eV and $\mu_A=8$ D, where $1\ \mathrm D=10^{-21}/c$ C\,m with $c$ in m/s. The spacing is $a=2$ nm, so $N_1=0.500$ nm$^{-1}$, $N_2=0.250$ nm$^{-2}$, $N_3=0.125$ nm$^{-3}$, and $d=8$ nm. The radiative rate is $0.9/(30\ \mathrm{ns})=3.000\times10^7$ s$^{-1}$. Integrating \eqref{emission} gives $\mu_D^2=3\pi\varepsilon_0\hbar c^3k_{\rm rad}/(n\langle\omega^3\rangle)$, and with $\langle\omega^3\rangle=\int\omega^3g_D\,d\omega=1.0577\times10^{47}$ s$^{-3}$ the dipole is $\mu_D=2.007$ D. Equation \eqref{sigma} gives $\sigma_A=0.01063$ nm$^2$ at $E_A$, the overlap is $J=1.4643\times10^{-83}$ m$^2$s$^4$, and
\begin{equation}
R_0^6=\frac{3(0.9)c^4(1.4643\times10^{-83}\ \mathrm{m^2s^4})}{4\pi(1.5)^4}=5020.1\ \mathrm{nm}^6,\qquad R_0=4.138\ \mathrm{nm}.
\end{equation}
One acceptor at 8 nm has $k\tau=5020.1/8^6=0.01915$. The golden rule \eqref{golden} gives the same number from the two dipoles and $\int g_Dg_A\,d\omega=8.7214\times10^{-16}$ s; the overlap of two Gaussians is a convolution, a Gaussian of variance $s_D^2+s_A^2$ evaluated at $E_D-E_A$. This value is small compared with 1, so randomly placed acceptors would also give a nearly exponential decay. The orientation-averaged rates are
\begin{align}
\bar k_{\rm line}\tau&=1.17810\times0.500\times5020.1/8^5=0.0902,\nonumber\\
\bar k_{\rm sheet}\tau&=1.57080\times0.250\times5020.1/8^4=0.4813,\nonumber\\
\bar k_{\rm half}\tau&=0.52360\times0.125\times5020.1/8^3=0.6417,
\end{align}
that is $3.01\times10^6$, $1.60\times10^7$ and $2.14\times10^7$ s$^{-1}$. The efficiencies for a quickly turning donor are $0.0902/1.0902=0.083$, $0.325$ and $0.391$, and $d_0=d\,(\bar k\tau)^{1/p}$ is $4.945$, $6.663$ and $6.900$ nm, all larger than $R_0$. For fixed donors the line gives $k\tau=0.0677$, $0.0451$ and $0.1579$ along $x$, $y$ and $z$, the sheet $0.3610$ and $0.7219$, and the half-space $0.4813$ and $0.9626$. The half-space exceeds the sheet only by the factor $d/3a=4/3$.

The lattice sums at $d/a=4$ agree with the continuum to all printed digits for the line and the sheet, as a correction of order $e^{-8\pi}$ should. For the half-space, \eqref{lattice} gives $1-1/32+7/4096=0.97046$, and the direct sums are $0.46696$ and $0.93397$ against $0.48130$ and $0.96259$. They lie a few parts in $10^4$ below the prediction, which is the size of the omitted $(a/d)^6$ term and of the sites outside the finite box that was summed.

The image formula needs the real part of $\delta\varepsilon$. For a Gaussian of centre $\omega_A$ and width $s$ in frequency, put $\xi=(\omega'-\omega_A)/\sqrt2s$ in \eqref{alpha}, so that $g_A\,d\omega'=e^{-\xi^2}d\xi/\sqrt\pi$, and let $x_\mp=(\omega\mp\omega_A)/\sqrt2s$. The denominators become $-\sqrt2s\,(x_-+i0-\xi)$ and, after $\xi\to-\xi$, $\sqrt2s\,(x_++i0-\xi)$. The Faddeeva function $w(\zeta)=(i/\pi)\int e^{-\xi^2}(\zeta-\xi)^{-1}d\xi$ then gives
\begin{equation}
\delta\varepsilon=\frac{\pi N_3\mu_A^2}{3\hbar\varepsilon_0\sqrt{2\pi}\,s}\;i\left[w(x_-)-w(x_+)\right].
\end{equation}
Its values are $0.00349+0.13107i$ at $E_A$ and $-0.04471+0.11567i$ at $E_D$. At $E_D$, with $2\varepsilon_1=4.5$,
\begin{equation}
\mathrm{Im}\,\beta=\frac{4.5\times0.11567}{(4.5-0.04471)^2+0.11567^2}=0.02620,
\end{equation}
against the dilute value $0.11567/4.5=0.02570$. The image loss is larger than the F\"orster sum, that is $|T|^2>1$ at $E_D$. The donor emits mostly above the acceptor resonance, where $\delta\varepsilon'<0$ and the surface charge strengthens the field inside. Over the band the positive and negative parts partly cancel, $\langle\delta\varepsilon'\rangle=-0.01373$, so \eqref{T2} gives $1+0.01373/2.25=1.00610$ to first order and $\langle|T|^2\rangle=1.00591$ to all orders within \eqref{eps2}. The size of this excess depends on the neglected local fields: a Lorentz field, $\delta\varepsilon\to\delta\varepsilon/(1-\delta\varepsilon/3\varepsilon_1)$, multiplies $\varepsilon_2''$ by $1+2\delta\varepsilon'/3\varepsilon_1$ to first order and would cut the excess of the image loss over the F\"orster sum to about a third. The image rates are $k_\perp\tau=1.00591\times0.96259=0.9683$, $k_\parallel\tau=0.4841$ and the mean $0.6455$. Reducing the density by $10^{-2}$ and $10^{-4}$ reduces the relative deviation to $6.099\times10^{-5}$ and $6.101\times10^{-7}$, linear in $N_3$ with the predicted slope. Retardation matters more than screening here. At $E_D$, $k_1d=0.1885$, so \eqref{retard} estimates corrections of $0.107$ and $0.036$. The integrals \eqref{sommerfeld}, weighted with $\Phi f_D$, give $\Delta k_\perp\tau=1.045$ and $\Delta k_\parallel\tau=0.496$, which are $1.079$ and $1.024$ times the image values. The sign and rough size are as estimated, but the leading term, taken at $E_D$ alone, overshoots; the higher terms, which begin at order $(k_1d)^3$, are not evaluated here.

The numerical check below tests the steps by separate routes. It averages $\kappa^2$ by quadrature over the sphere; integrates the pair rate, built from the vector $\mathbf u$, numerically over line, sheet and half-space at two distances, which tests the exponents and all nine coefficients; and sums it over lattices. It verifies by symbolic differentiation the boundary conditions of the image solution and the field at the donor, it obtains \eqref{G0} as a symbolic limit of the on-axis dipole field, and it checks the energy balance \eqref{balance} for a weak absorber and for a metal-like medium. It compares $R_0^6$, obtained from $f_D$ and from a cross-section taken from the complex refractive index at very low density, with the golden rule using the closed-form Gaussian overlap, and the Faddeeva form of $\delta\varepsilon$ with direct quadrature of \eqref{alpha}. It confirms the dilute limit with its first correction, and it evaluates \eqref{sommerfeld} at $k_1d=3\times10^{-4}$ for $e=2+i$ and $e=-4+0.5i$ to confirm both \eqref{image} and the coefficients in \eqref{retard}.

\section*{Numbers as computed}
\begin{verbatim}
inputs: n=1.5, tau=30 ns, Phi=0.9, mu_A=8 D
inputs: E_D=3.1 eV, s_D=0.2 eV, E_A=3.0 eV, s_A=0.2 eV
inputs: a=2 nm, d=8 nm; eps1=2.25
densities: 0.500 nm^-1, 0.250 nm^-2, 0.125 nm^-3
k_rad = 3.000e+07 1/s, mu_D = 2.0074 D
<omega^3> = 1.0577e+47 s^-3, int gD gA domega = 8.7214e-16 s
sigma_A(E_A) = 0.01063 nm^2
J = int fD sigma_A/omega^4 = 1.4643e-83 m^2 s^4
R0^6 = 5020.1 nm^6, R0 = 4.1380 nm
single acceptor at d, kappa^2=2/3: k tau = 0.01915
d/a = 4.0; half-space lattice factor = 0.97046
line x: coef 0.88357, k tau = 0.06768, lattice 0.06768
line y: coef 0.58905, k tau = 0.04512, lattice 0.04512
line z: coef 2.06167, k tau = 0.15793, lattice 0.15793
line mean: coef 1.17810, k tau = 0.09024, k = 3.0081e+06 1/s
line: efficiency 0.0828, k tau=1 at d = 4.945 nm
sheet x: coef 1.17810, k tau = 0.36097, lattice 0.36097
sheet y: coef 1.17810, k tau = 0.36097, lattice 0.36097
sheet z: coef 2.35619, k tau = 0.72194, lattice 0.72194
sheet mean: coef 1.57080, k tau = 0.48130, k = 1.6043e+07 1/s
sheet: efficiency 0.3249, k tau=1 at d = 6.663 nm
half x: coef 0.39270, k tau = 0.48130, lattice 0.46696
half y: coef 0.39270, k tau = 0.48130, lattice 0.46696
half z: coef 0.78540, k tau = 0.96259, lattice 0.93397
half mean: coef 0.52360, k tau = 0.64173, k = 2.1391e+07 1/s
half: efficiency 0.3909, k tau=1 at d = 6.900 nm
density x 0.01: image/Foerster - 1 = 6.0989e-05
density x 0.0001: image/Foerster - 1 = 6.1005e-07
delta eps(E_A) = 0.00349 + 0.13107 i
delta eps(E_D) = -0.04471 + 0.11567 i
Im beta(E_D) = 0.02620, dilute 0.02570
<delta eps'> = -0.01373, first-order factor = 1.00610
mean screening factor = 1.00591
image k tau: perp 0.96828, par 0.48414, mean 0.64552
k1 d at E_D = 0.1885; (k1 d)^2 = 0.0355; x3 = 0.1066
retarded Delta k tau perp = 1.0452, ratio to image = 1.079
retarded Delta k tau par = 0.4957, ratio to image = 1.024
\end{verbatim}
